# Acceptor freeze-out and the logarithmic term in MOS surface electrostatics

## Definitions and conventions

A uniformly doped p-type semiconductor fills $x>0$ behind an oxide and a gate. It is in thermal equilibrium, so one Fermi level $E_F$ serves the whole semiconductor. The band bending $\psi(x)$ is the electrostatic potential measured from the neutral bulk. It is positive when the bands bend downward toward the surface, as in depletion. The surface value is $\psi_s$. The field along $+x$ is $F=-d\psi/dx$.

Further symbols are

- $q>0$, the elementary charge, and $\varepsilon$, the permittivity of the semiconductor;
- $\phi_t=kT/q$, the thermal voltage, and $u=\psi/\phi_t$;
- $N_A$, the acceptor density, and $N_A^-$, its ionized part;
- $E_a=E_A-E_v$, the acceptor level measured from the valence-band edge, and $g=4$, the degeneracy of the neutral acceptor;
- $p_b$, $n_b$, the bulk hole and electron densities, and $f=N_A^-/N_A$ in the bulk.

Carriers follow Boltzmann statistics. There are no donors until the last generalization.

The acceptor occupation found below depends on the local *potential*, which moves the acceptor level relative to $E_F$. It depends on the field only because field and potential are linked through Poisson's equation. Direct effects of the field on the acceptor are estimated separately.

## Simple case: every acceptor ionized

The charge density is $\rho=q(p-n-N_A)$. Where the bands bend down by $q\psi$, the valence edge moves away from $E_F$ and the hole density falls to $p=p_be^{-u}$. With electrons neglected, bulk neutrality gives $p_b=N_A$. Poisson's equation $\psi''=-\rho/\varepsilon$ becomes

$$\psi''=\frac{qN_A}{\varepsilon}\left(1-e^{-u}\right).$$

Multiplying by $2\psi'$ makes the left side $d(\psi'^2)/dx$ and the right side a function of $\psi$ times $d\psi/dx$. Both can be integrated from the bulk, where $\psi=\psi'=0$. With $d\psi=\phi_t\,du$,

$$F^2=\frac{2qN_A\phi_t}{\varepsilon}\int_0^u(1-e^{-u'})\,du'
=\frac{2qN_A\phi_t}{\varepsilon}\left(u+e^{-u}-1\right).$$

**Limit.** For $u\gg1$, $F^2\to(2qN_A/\varepsilon)(\psi-\phi_t)$. The linear term is the depletion charge, and the $-\phi_t$ comes from the holes that remain at the edge of the depletion layer. This expression, called the fully ionized model below, is the reference for what follows.

## First generalization: occupation that follows the potential

**Occupation.** An acceptor is either ionized, which is one state holding an extra electron at energy $E_A$, or neutral, which is any of $g$ one-hole states. States with two holes are excluded. Relative to one neutral state, the ionized state has the grand-canonical weight $e^{-(E_A-E_F)/kT}$. Hence

$$\frac{N_A^-}{N_A}=\frac{e^{-(E_A-E_F)/kT}}{e^{-(E_A-E_F)/kT}+g}=\frac{1}{1+g\,e^{(E_A-E_F)/kT}}.$$

Band bending lowers the level rigidly, $E_A\to E_A-q\psi$. If $A=g\,e^{(E_A-E_F)/kT}$ denotes the bulk value, then

$$\frac{N_A^-(\psi)}{N_A}=\frac{1}{1+Ae^{-u}},\qquad f=\frac1{1+A},\qquad A=\frac{1-f}{f}.$$

Half the acceptors are ionized where $u=\ln A$.

**Bulk neutrality.** The hole density is $p_b=N_ve^{-(E_F-E_v)/kT}$, with $N_v$ the effective density of states of the valence band. Substituting $E_A=E_v+E_a$ in $A$,

$$A=g\,e^{E_a/kT}\frac{p_b}{N_v}=\frac{p_b}{p_1},\qquad p_1=\frac{N_v}{g}e^{-E_a/kT}.$$

Minority electrons are negligible in the bulk, so $p_b=fN_A$. With $r=p_1/N_A$ this gives $A=f/r$, and $f=1/(1+f/r)$ becomes

$$f^2+rf-r=0,\qquad f=\frac{-r+\sqrt{r^2+4r}}{2}=\frac{2}{1+\sqrt{1+4/r}}.$$

The last form follows on multiplying numerator and denominator by $r+\sqrt{r^2+4r}$ and then dividing both by $r$. It avoids subtracting nearly equal numbers when $r$ is large.

**First integral.** Poisson's equation is now $\psi''=(q/\varepsilon)(N_A^-+n-p)$, with $n=n_be^{u}$. The acceptor integral is done by multiplying numerator and denominator by $e^{u'}$:

$$\int_0^u\frac{du'}{1+Ae^{-u'}}=\int_0^u\frac{e^{u'}du'}{e^{u'}+A}
=\ln\frac{e^u+A}{1+A}=u+\ln\frac{1+Ae^{-u}}{1+A}.$$

The last step takes the factor $e^u$ out of the logarithm. The carriers contribute $-\int_0^u p_be^{-u'}du'=p_b(e^{-u}-1)$ and $\int_0^u n_be^{u'}du'=n_b(e^u-1)$. Therefore

$$\boxed{F^2=\frac{2qN_A\phi_t}{\varepsilon}\left\{u+\ln\frac{1+Ae^{-u}}{1+A}+\frac{p_b}{N_A}(e^{-u}-1)+\frac{n_b}{N_A}(e^u-1)\right\}}$$

The field has the sign of $\psi$. Freeze-out adds the logarithm and also reduces the hole coefficient from 1 to $f$.

**Limit of full ionization.** As $f\to1$, $A\to0$. The logarithm vanishes, $p_b\to N_A$, and the simple case returns.

**Limit of weak bending.** Call the braces $B(u)$. With electrons neglected, $B'(0)=f-p_b/N_A=0$ by neutrality. The second derivative is

$$B''(0)=\left.\frac{Ae^{-u}}{(1+Ae^{-u})^2}\right|_{0}+\frac{p_b}{N_A}=f(1-f)+f=f(2-f).$$

So $B\approx f(2-f)u^2/2$ and $F\approx\psi/L_s$, with

$$L_s=\frac{L}{\sqrt{f(2-f)}},\qquad L=\sqrt{\frac{\varepsilon\phi_t}{qN_A}}.$$

Holes alone would give $f$ under the root. The extra $f(1-f)$ is screening by acceptors that change their charge state.

**Limit of accumulation.** For $u\to-\infty$ the acceptor part $u+\ln[(1+Ae^{-u})/(1+A)]$ tends to $\ln[A/(1+A)]=\ln(1-f)$. It saturates because the acceptors become neutral, and the hole term takes over until Boltzmann statistics fail. This rests on excluding two-hole states. For a second hole bound by roughly 2 meV, those states add about a tenth of the hole charge at 77 K and exceed it at 20 K when $E_F$ lies $3kT$ above the valence edge.

## Large depletion bending: what is recovered

Let $u\gg\ln A$ and $u\gg1$, with the electron term still negligible. Then $\ln(1+Ae^{-u})\to0$ and $-\ln(1+A)=\ln f$, so

$$F^2\to\frac{2qN_A}{\varepsilon}\left(\psi-D-f\phi_t\right),\qquad D=\phi_t\ln\frac1f .$$

The linear term returns with its full slope $N_A$, not $fN_A$, but the constant $D$ stays. Its meaning follows from integrating the neutral fraction over potential:

$$\int_0^\infty\left(1-\frac{N_A^-}{N_A}\right)d\psi
=\phi_t\int_0^\infty\frac{Ae^{-u}}{1+Ae^{-u}}du
=\phi_t\ln(1+A)=D .$$

This integral uses the acceptor occupation alone. $D$ is the bending spent in ionizing the acceptors at the edge of the depletion layer.

The fully ionized model has $\psi-\phi_t$ in the bracket. At equal bending the difference is

$$\Delta=(D+f\phi_t)-\phi_t=\phi_t\left[\ln\frac1f-(1-f)\right].$$

This vanishes at $f=1$, and its derivative with respect to $f$, $\phi_t(1-1/f)$, is negative for $f<1$. Hence $\Delta\ge0$, and freeze-out lowers the field in this regime. Relative to the fully ionized field the deficit is

$$1-\sqrt{1-\frac{\Delta}{\psi-\phi_t}}\approx\frac{\Delta}{2\psi}\qquad(\psi\gg\Delta,\phi_t).$$

There are thus two rates of recovery. The slope of $F^2$ approaches its ionized value exponentially in $u$, whereas the relative deficit of the field falls only as $1/\psi$.

**Counterfactual.** Suppose the ionized density were held at its bulk value $fN_A$ everywhere. Both fixed charge and holes would then scale with $f$, giving braces $f(u+e^{-u}-1)$ and a field equal to $\sqrt f$ times the fully ionized one at every bending. The dependence of the occupation on potential is what restores the slope.

## Numbers: boron-doped silicon at 77 K

The inputs are rough values for silicon at liquid-nitrogen temperature: $N_A=10^{17}$ cm$^{-3}$, $E_a=45$ meV, gap 1.17 eV, relative permittivity 11.7, and density-of-states masses of 0.7 (holes) and 1.06 (electrons) free-electron masses.

**Bulk.** With $\phi_t=6.635$ mV and $N_v=1.911\times10^{18}$ cm$^{-3}$,

$$p_1=\frac{1.911\times10^{18}}{4}e^{-45/6.635}=5.42\times10^{14}\ \text{cm}^{-3},\qquad r=5.42\times10^{-3},$$

$$f=\frac{2}{1+\sqrt{1+4/0.005419}}=0.071,\qquad A=13.1 .$$

About 7% of the acceptors are ionized. Half ionization needs a bending of $6.635\ln13.09=17.1$ mV. The offset and net shift are

$$D=6.635\ln(1/0.07095)=17.6\ \text{mV},\qquad \Delta=17.56-6.635(1-0.071)=11.4\ \text{mV}.$$

The weak-bending screening length is $6.55/\sqrt{0.1369}=17.7$ nm, against 6.55 nm for full ionization.

**Surface at 0.5 V.** Here $u=75.354$, and the braces are $75.354-2.646-0.071=72.64$. Since the prefactor $2qN_A\phi_t/\varepsilon$ equals $2\phi_t^2/L^2$,

$$F_s=\frac{\phi_t}{L}\sqrt{2\times72.64}=0.122\ \text{MV/cm}.$$

A direct numerical solution of Poisson's equation, with $\psi=0.5$ V at the surface and $\psi=0$ at a depth of $60L$, also gives 0.12210 MV/cm. By Gauss's law the semiconductor charge is $-\varepsilon F_s$, of magnitude 0.126 µC/cm² ($1.26\times10^{-3}$ C/m²).

The comparison with full ionization holds temperature, doping and bending fixed:

| $\psi_s$ (V) | ionized at surface | $F_s$ (MV/cm) | fully ionized $F_s$ | deficit |
|---|---|---|---|---|
| 0.01 | 0.256 | 0.0059 | 0.0122 | 52% |
| 0.03 | 0.875 | 0.0199 | 0.0269 | 26% |
| 0.10 | 1.000 | 0.0504 | 0.0537 | 6.3% |
| 0.50 | 1.000 | 0.1221 | 0.1235 | 1.2% |
| 1.00 | 1.000 | 0.1743 | 0.1753 | 0.6% |

At 0.1 V the surface acceptors are ionized to the digits shown, yet the field is still 6% low. The partly neutral acceptors deeper in would alone give a deficit of 9.9%; the smaller hole density at the edge of the layer reduces it to 6.3%. The estimate $\Delta/(2\psi)$ gives 1.14% at 0.5 V and 0.57% at 1 V, close to the tabulated values. These deficits are for equal bending. Since $E_F-E_v=\phi_t\ln(N_v/p_b)$ in volts and $p_b$ falls from $N_A$ to $fN_A$, freeze-out also raises the bulk Fermi level by $D$. At equal position of $E_F$ in the surface gap, and hence equal surface electron density, the deficit is about $(\Delta+D)/(2\psi)$, or 2.9% at 0.5 V and 1.4% at 1 V. Ionization frozen at its bulk value would give 0.033 MV/cm at 0.5 V, about a quarter of the correct model result.

At $\psi_s=0.5$ V the ionized fraction falls to 90% at a depth of 65.6 nm and to 50% at 75.1 nm. The equivalent depletion width $\varepsilon F_s/(qN_A)$ is 79 nm. Freeze-out therefore reshapes the edge of the layer and leaves most of its charge intact. These depths describe a smeared-out acceptor charge. The 10 nm between them, like both screening lengths, is shorter than the mean acceptor spacing $N_A^{-1/3}=21.5$ nm, so they are lateral averages and not local features of a real sample.

The upper end of the depletion window is set by electrons: their term reaches 1% of the depletion term at 1.11 V. Beyond that bending the exponential electron term soon dominates and Boltzmann statistics must be reconsidered. The value 1.11 V is classical. At that bending a triangular well on a (100) surface already puts the lowest subband about 56 meV ($8.5\,kT$) above the band edge. This cuts the electron sheet density by a factor of several hundred and moves the same sheet density to about 1.15 V.

## A second limit: low temperature without donors

When $r\ll1$, the quadratic gives $f\approx\sqrt r$. Then

$$D\approx\frac{\phi_t}{2}\ln\frac{N_A}{p_1}
=\frac{\phi_t}{2}\left[\ln\frac{gN_A}{N_v}+\frac{E_a}{kT}\right]
=\frac{E_a}{2q}+\frac{\phi_t}{2}\ln\frac{gN_A}{N_v}.$$

Since $N_v\propto T^{3/2}$, the last term behaves as $T\ln T$ and vanishes as $T\to0$. The offset tends to half the acceptor energy, here 22.5 mV. It does not vanish, although $\phi_t$ does, because the Fermi level lies midway between the valence edge and the acceptor level. The acceptors must be pulled down by $E_a/2$ to be ionized.

With masses and gap held fixed, the model gives $D=17.6$, 21.5, 22.9 and 23.0 mV at 77, 40, 20 and 5 K. The last two exceed 22.5 mV because $gN_A>N_v$ there, which makes the logarithmic correction positive. At 5 K it amounts to 0.55 mV. Two limits apply to these values. First, they exclude two-hole states. A neutral boron acceptor can bind a second hole by roughly 2 meV. Counting six such states, they outnumber the free holes at 20 K and below, the offsets become about 17.3, 21.0, 22.0 and 21.7 mV, and the limit is $(45-2)/2=21.5$ mV. Second, donors must be far fewer than $fN_A$, which is $1.7\times10^{11}$ cm$^{-3}$ at 20 K and below one per cm³ at 5 K. A donor ratio of $10^{-4}$ already lowers the sharp-level offset to 15.9 mV at 20 K and 4.0 mV at 5 K.

## Second generalization: compensating donors

Let donors of density $N_D=cN_A$, with $0<c<1$, all be ionized. Their electrons fill acceptors, so neutrality reads $f=h+c$ with $h=p_b/N_A$. The relation $A=p_b/p_1=h/r$ still holds, hence

$$h+c=\frac{1}{1+h/r}\quad\Longrightarrow\quad h^2+(r+c)h-r(1-c)=0 .$$

The positive donor charge subtracts $c$ from the integrand, which changes $u$ to $(1-c)u$ and leaves the logarithm in place. At large depletion bending

$$F^2\to\frac{2q(N_A-N_D)}{\varepsilon}\left[\psi-D_c-\frac{h\phi_t}{1-c}\right],\qquad D_c=\frac{\phi_t\ln(1/f)}{1-c}.$$

**Limit.** As $T\to0$ at fixed $c$, $r\to0$, so $h\to0$ and $f\to c$. Then $D_c\to\phi_t\ln(1/c)/(1-c)$, which vanishes with $T$. In this model, with one sharp level shared by all acceptors, the Fermi level is now pinned near that level, and little bending is needed to ionize the rest. Removing the donors first and then cooling gives $E_a/(2q)$ instead, so the two limits do not commute.

For $c=0.01$ the offset is 17.3 mV at 77 K, 15.9 mV at 40 K, 8.0 mV at 20 K and 2.0 mV at 5 K. In the sharp-level model one per cent of donors hardly matters at 77 K but removes about two thirds of the offset at 20 K. The low-temperature values are limited by the neglected donor–acceptor attraction. Its scale $q^2/(4\pi\varepsilon r_A)$, with $r_A=(3/4\pi N_A)^{1/3}$, is 9 meV, well above $kT$ at 20 K and below. The acceptors next to donors ionize first, and as $T\to0$ the Fermi level stays about $0.61\times9.2\approx5.6$ meV below the unperturbed level. An estimate on this basis gives about 10 mV at 20 K and 6 mV at 5 K, so the offset is reduced but does not vanish. The assumption of ionized donors fails near inversion, where the donor level at the surface can approach $E_F$.

## Direct field effects and the equilibrium assumption

Acceptors that are less than 90% ionized sit at bendings below $\phi_t\ln(9A)=31.6$ mV. The first integral gives the field at that bending as 0.021 MV/cm. Two effects can be estimated there.

The first is a shift of the level itself. A hydrogenic acceptor has radius $a=q^2/(8\pi\varepsilon E_a)=1.37$ nm. With the polarizability of the hydrogen ground state scaled to this radius, the Stark shift is $9\pi\varepsilon a^3F^2=0.2$ meV, small compared with $kT=6.6$ meV.

The second is Poole–Frenkel lowering. A hole near an ionized acceptor has energy $-q^2/(4\pi\varepsilon s)-qFs$ at distance $s$ along the field. Setting the derivative to zero gives $s^2=q/(4\pi\varepsilon F)$, where the energy is $-q\sqrt{qF/(\pi\varepsilon)}=-32$ meV. The barrier is much reduced, but the barrier top does not enter the state count that fixed the occupation. The ground state at $-45$ meV still lies below it, and does so up to $F=\pi\varepsilon E_a^2/q^3=0.041$ MV/cm. At higher fields, as over much of the layer at 0.5 V, the barrier top falls below the level, but at this doping the acceptors there are ionized anyway (neutral fraction $2\times10^{-4}$ at 0.041 MV/cm). The lowering then speeds up emission and leaves the equilibrium occupation unchanged at this level of description. The argument fails at heavier doping. At 77 K and fixed $E_a$, the field at 90% ionization reaches 0.041 MV/cm for $N_A\approx3.7\times10^{17}$ cm$^{-3}$, and at $10^{18}$ cm$^{-3}$ the model still has 42% of the acceptors neutral at that field.

Emission speed decides whether equilibrium is reached. For a rough capture cross-section of $10^{-13}$ cm², the zero-field emission time is about 3 ns at 77 K and about 10 s at 20 K. These times apply where the field is weak. At 20 K the field at 90% ionization, 0.011 MV/cm, lowers the barrier by 23 meV and shortens the time to roughly $10^{-5}$–$10^{-4}$ s. The low-temperature offsets above are equilibrium values, which a gate sweep faster than the local emission time need not follow.

## The model beside real transistors

The example describes a uniformly boron-doped silicon body cooled with liquid nitrogen. Other transistors may have heavier, graded doping or a nearly undoped channel. Graded doping breaks the derivation itself, because the charge then depends on $x$ as well as on $\psi$ and Poisson's equation no longer has this first integral. That error is not sized here. Neighbouring impurities also disturb the acceptor level: the Coulomb energy at the mean spacing is 5.7 meV, and lowering $E_a$ by that amount reduces $D$ from 17.6 to 14.8 mV. A hole mass of 1.1 instead of 0.7 gives 15.4 mV. Both changes together give 12.7 mV. An offset of 13 to 18 mV is thus as fine as these inputs justify. A 5 mV change in $D$ moves the field at 0.5 V by about $5/(2\times500)=0.5\%$. Since $F\propto\varepsilon^{-1/2}$, a permittivity 2% lower raises the field and its fully ionized reference alike by 1%, so the third digit of 0.122 MV/cm depends on that input while the deficit does not.

Two other effects are smaller: one quartet of excited acceptor states at a rough 30 meV raises $D$ by 0.035 mV (a hydrogenic series up to $n=3$ by about 0.15 mV), and Fermi–Dirac statistics change the bulk hole density by 0.1% at fixed Fermi level. Interband tunnelling within the semiconductor requires a bending larger than the gap. At 0.5 V the ratio is 0.43, so that path is closed. The remaining values are in the numerical output.

## Table of computed values

```
INPUTS (rough values for boron-doped silicon)
temperature 77 K; acceptors 1.0e+17 cm^-3
acceptor energy 45 meV; degeneracy 4; gap 1.17 eV
masses: hole 0.7 m0, electron 1.06 m0; permittivity 11.7
BULK AT 77 K
thermal voltage 6.635 mV
valence-band density 1.911e+18 cm^-3
p1 = 5.419e+14 cm^-3; r = 5.419e-03
ionized fraction f = 0.0710; A = 13.09
Fermi level above valence band 37.13 meV
screening coefficient f(2-f) = 0.1369
screening length 17.70 nm; if fully ionized 6.55 nm
half-ionization bending 17.07 mV
offset D 17.56 mV; net shift Delta 11.39 mV
SURFACE: bending V | ionized | F, F full (MV/cm) | deficit %
0.01 | 0.2563 | 0.00586, 0.01223 | 52.08
0.03 | 0.8753 | 0.01995, 0.02692 | 25.92
0.10 | 1.0000 | 0.05035, 0.05374 | 6.30
0.50 | 1.0000 | 0.12210, 0.12353 | 1.16
1.00 | 1.0000 | 0.17428, 0.17529 | 0.58
AT 0.5 V BENDING
braces 72.637; u = 75.354
field from boundary-value solution 0.12210 MV/cm
sheet charge magnitude 0.1265 uC/cm^2
field if ionization stayed at bulk value 0.03291 MV/cm
equivalent depletion width 78.95 nm
depth of 90% ionization 65.62 nm; of 50% 75.13 nm
TEMPERATURE K | f | D mV | D mV with N_D/N_A = 0.01
300 | 8.799e-01 | 3.31 | 3.31
150 | 4.632e-01 | 9.95 | 9.95
77 | 7.095e-02 | 17.56 | 17.28
40 | 1.954e-03 | 21.50 | 15.91
20 | 1.701e-06 | 22.89 | 8.02
5 | 5.888e-24 | 23.05 | 2.00
half the acceptor energy 22.50 meV
NEGLECTED EFFECTS AT 77 K
Coulomb energy at mean acceptor spacing 5.71 meV
D if acceptor energy falls by that 14.83 mV
D for hole mass 1.1 m0 15.40 mV
D with 4 excited states at rough 30 meV 17.59 mV
bulk Fermi-Dirac/Boltzmann hole ratio 0.99869
field at 90% ionization 0.02105 MV/cm
there: hydrogenic Stark shift 0.207 meV; Poole-Frenkel lowering 32.2 meV
acceptor radius 1.37 nm; drop across it 2.88 mV
emission time, rough cross-section 1e-13 cm^2: 2.6e-09 s at 77 K, 9.6e+00 s at 20 K
electron term reaches 1% of depletion term at 1.112 V
bending/gap at 0.5 V 0.427 (interband tunnelling needs > 1)
```
